\section*{Charge-extrapolation correction for electrochemical supercells: derivation, infinite-cell limit and failures, part 1}

(Sections cited here and not found follow in the second part.)

\section{The problem with a closed cell}

A charge-transfer step at an electrode takes place at fixed electrode potential, because one event cannot shift the potential of a macroscopic interface. A periodic supercell with a fixed number of electrons does not hold the potential fixed. The event is repeated in every cell, the interfacial dipole per area changes, and the work function moves from $\Phi_1$ in the initial state to $\Phi_2$ in the final state. The computed energy difference then belongs to neither work function, and it depends on the cell size. In the electrostatic model of Section~4, the energy of discharging one ion is $+1.10$ eV in a square cell of side 6 \AA, $+0.50$ eV at 8 \AA, $-0.09$ eV at 16 \AA{} and $-0.24$ eV at 32 \AA, while the infinite-cell value is $-0.29$ eV. With the chemical term chosen there (2.5 eV), the 6 and 8 \AA{} cells give the wrong sign; the size of the error, 0.79 eV at 8 \AA, does not depend on that choice. The Chan--N{\o}rskov charge-extrapolation correction estimates the infinite-cell value from one small cell:
\begin{equation}
\Delta E_\infty(\Phi_1)=\Delta E+\tfrac12\,\Delta q\,\Delta\Phi,\qquad
\Delta E_\infty(\Phi_2)=\Delta E-\tfrac12\,\Delta q\,\Delta\Phi .
\label{cn}
\end{equation}

\section{Conventions and the plate capacitor}

The algebra is in Hartree atomic units with $e=1$. The cell is neutral and has area $A=L^2$; the metal fills $z\le0$, the electrolyte side lies above it, and there is no field beyond the electrolyte side. $\Phi$ is the energy needed to take an electron from the Fermi level to that field-free region. $\Delta E=E_2-E_1$ and $\Delta\Phi=\Phi_2-\Phi_1$ refer to one closed cell, and $\Delta E_\infty(\Phi)$ is the energy of a single event in an infinite cell of work function $\Phi$. The charge $q$ counts excess electrons on the metal; with the opposite sign convention both signs in \eqref{cn} flip.

In the plate capacitor the metal carries $-q$ and one plane on the electrolyte side carries $+q$. That plane, and the region beyond it, lie at potential $q/C$ above the metal. An electron has charge $-1$, so its energy outside is lowered by $q/C$:
\begin{equation}
\Phi=\Phi_0-q/C,\qquad E_s=E_s^{\rm chem}+q_s^2/2C ,
\label{plate}
\end{equation}
where $\Phi_0$ is the work function at zero potential drop and $E_s^{\rm chem}$ holds everything in state $s$ that does not depend on the drop. Factorising $q_2^2-q_1^2=\Delta q\,(q_1+q_2)$ and using $q_s/C=\Phi_0-\Phi_s$,
\begin{equation}
\Delta E=\Delta E^{\rm chem}+\Delta q\left[\Phi_0-\tfrac12(\Phi_1+\Phi_2)\right].
\label{raw}
\end{equation}
Let the cell grow at fixed $q_1/A$. Since $C\propto A$, $\Phi_1$ stays fixed and $\Delta\Phi=-\Delta q/C\to0$, so $\Delta E_\infty(\Phi_1)=\Delta E^{\rm chem}+\Delta q\,(\Phi_0-\Phi_1)$. Subtracting \eqref{raw},
\begin{equation}
\Delta E_\infty(\Phi_1)-\Delta E=\Delta q\left[\tfrac12(\Phi_1+\Phi_2)-\Phi_1\right]=\tfrac12\Delta q\,\Delta\Phi ,
\end{equation}
which is the first of \eqref{cn}. This argument puts all the charge on the plates and lets the transferred charge spread over the whole area. A real event is local and need not carry the charge across the whole gap.

\section{Cells in parallel and the infinite-cell limit}

\subsection*{Charging curve of one state}
Add $n$ electrons to the metal of a cell frozen in chemical state $s$, with a countercharge $+n$ on the outermost plane of the electrolyte side. An electron brought from the field-free region to the Fermi level changes the energy by $-\Phi_s(n)$. The countercharge arrives at a plane at the potential of the field-free region, so it costs a chemical constant per unit charge. That constant is taken to be the same in both states, and it cancels below because the $n$ of all cells add to zero; it is omitted. Hence $dE_s/dn=-\Phi_s(n)$. Assumption (a): the capacitance is constant, $\Phi_s(n)=\Phi_s-n/C_s$. Integrating,
\begin{equation}
E_s(n)=E_s-\Phi_s n+n^2/2C_s .
\end{equation}

\subsection*{One event among $N$ cells}
Build a supercell from $N$ cells in state 1 and let one go to state 2. Assumption (c): both the electrons and the countercharge move freely between cells, and the cells interact through this shared charge alone. The reacted cell draws $n$ electrons. At the energy minimum all cells have equal $dE/dn$, so the $N-1$ identical cells each give $n/(N-1)$:
\begin{align}
\Delta E_N(n)&=E_2(n)+(N-1)E_1\!\left(-\tfrac{n}{N-1}\right)-NE_1\nonumber\\
&=\Delta E-\Phi_2n+\frac{n^2}{2C_2}+\Phi_1n+\frac{n^2}{2(N-1)C_1}\nonumber\\
&=\Delta E-n\,\Delta\Phi+\frac{n^2}{2C_{\rm ser}},\qquad
\frac1{C_{\rm ser}}=\frac1{C_2}+\frac1{(N-1)C_1}.
\end{align}
Setting the derivative to zero gives $n=C_{\rm ser}\Delta\Phi$, and substituting it back,
\begin{equation}
\Delta E_N=\Delta E-\tfrac12C_{\rm ser}\Delta\Phi^2 .
\label{N}
\end{equation}
As $N\to\infty$, $C_{\rm ser}\to C_2$: the other cells act as a reservoir that contributes $\Phi_1n$, and
\begin{equation}
\Delta E_\infty(\Phi_1)=\min_n\left[E_2(n)+\Phi_1n\right]-E_1=\Delta E-\tfrac12C_2\Delta\Phi^2,\qquad n^*=C_2\Delta\Phi .
\label{limit}
\end{equation}
This has the form \eqref{cn} if, and for $\Delta\Phi\neq0$ only if, $\Delta q=-n^*$. That is condition (b): for $C_1=C_2=C$,
\begin{equation}
\Delta q=-C\,\Delta\Phi .
\label{dq}
\end{equation}
The charge in the formula is minus the number of electrons that an external circuit must supply to bring the work function back to $\Phi_1$. We call it the capacitive charge. No $\Phi_0$ entered \eqref{limit}, so a work-function change caused by a dipole that reorients between the metal and the countercharge plane is covered by \eqref{dq} as well. A dipole beyond that plane is not covered: the countercharge is then no longer at the potential of the field-free region, the dipole shifts $\Phi$ without coupling to the charge on the plates, and \eqref{cn} would add a spurious $1/A$ term. The correction at $\Phi_1$ is negative for either sign of $\Delta\Phi$, because allowing charge to flow lowers the energy of the final state.

\subsection*{Any work function}
With a reservoir at arbitrary $\Phi$, both states relax. The minimum of $E_s(n)+\Phi n$ lies at $n=C_s(\Phi_s-\Phi)$ and equals $E_s-\tfrac12C_s(\Phi_s-\Phi)^2$. For equal capacitances, $(\Phi_2-\Phi)^2-(\Phi_1-\Phi)^2=\Delta\Phi\,(\Phi_1+\Phi_2-2\Phi)$, so
\begin{equation}
\Delta E_\infty(\Phi)=\Delta E+\Delta q\left[\tfrac12(\Phi_1+\Phi_2)-\Phi\right].
\label{any}
\end{equation}
Setting $\Phi=\Phi_1$ or $\Phi_2$ gives both of \eqref{cn}. The raw $\Delta E$ is the infinite-cell energy at the mean work function, and $d\Delta E_\infty/d\Phi=-\Delta q$.

\subsection*{Agreement with cell extrapolation}
For equal capacitances $C_{\rm ser}=C(N-1)/N$, so \eqref{N} and \eqref{limit} give $\Delta E_N=\Delta E_\infty(\Phi_1)+C\Delta\Phi^2/2N$. The work function of the supercell after the event is that of the reacted cell, $\Phi_2-n/C=\Phi_2-\Delta\Phi\,(N-1)/N$, so its shift is $\Delta\Phi_N=\Delta\Phi/N$. Using \eqref{dq},
\begin{equation}
\Delta E_N=\Delta E_\infty(\Phi_1)-\tfrac12\Delta q\,\Delta\Phi_N .
\label{line}
\end{equation}
The capacitive charge $-(NC)(\Delta\Phi/N)$ does not depend on $N$. Raw energies from cells of different size, all started at $\Phi_1$, therefore lie on a straight line in $\Delta\Phi_N\propto1/A$, with slope $-\Delta q/2$ and intercept $\Delta E_\infty(\Phi_1)$. Under (a)--(c), the one-cell correction and the extrapolation give the same number.

\section{A resolved model with a local event}

A dielectric of constant $\epsilon$ fills $0<z<d$. The outer plane at $z=d$ is a conductor with fixed total charge $q_p$ per cell; it stands for mobile ions in the limit of perfect screening along the plane. The reacting ion is a sheet of charge $Q$ at height $z$ with normalised lateral Gaussian profile of width $w$, whose Fourier transform is $e^{-G^2w^2/2}$. At $z=0$ it is absorbed by the metal. This is classical linear electrostatics, with no electronic structure, solvent structure, diffuse layer or entropy.

\subsection*{Planar average}
Gauss's law gives a field of magnitude $4\pi(q_p+Q)/\epsilon A$ below the ion and $4\pi q_p/\epsilon A$ above it. The field energy $(\epsilon/8\pi)\int|\mathbf E|^2dV$ and the potential drop are
\begin{align}
E_0&=\frac{2\pi}{\epsilon A}\left[(q_p+Q)^2z+q_p^2(d-z)\right],\label{E0}\\
\Phi_0-\Phi&=\frac{4\pi}{\epsilon A}\left[(q_p+Q)z+q_p(d-z)\right]=\frac{4\pi}{\epsilon A}(q_pd+Qz).
\end{align}
Differentiating with respect to $q_p$ gives $C=\epsilon A/4\pi d$, independent of $z$, so (a) holds. The capacitive charge is $q=C(\Phi_0-\Phi)=q_p+Qz/d$, and $\Delta q=Q\Delta z/d$. It equals the change in the charge actually on the metal when $Q$ crosses the whole gap, and differs from it for a partial move.

\subsection*{Lateral components}
For a reciprocal vector $\mathbf G\neq0$ both conductors have zero potential amplitude. A unit sheet $e^{i\mathbf G\cdot\boldsymbol\rho}\delta(z'-z)$ gives $\phi''-G^2\phi=-(4\pi/\epsilon)\delta(z'-z)$, solved by $a\sinh(Gz_<)\sinh(G(d-z_>))$. The slope jumps by $-aG[\sinh Gz\cosh G(d-z)+\cosh Gz\sinh G(d-z)]=-aG\sinh Gd$, which fixes $a$. At $z'=z$,
\begin{equation}
g(G)=\frac{4\pi}{\epsilon G}\,\frac{\sinh Gz\,\sinh G(d-z)}{\sinh Gd},\qquad g(0)=\frac{4\pi z(d-z)}{\epsilon d}.
\end{equation}
The charge induced on the conductors adds nothing to $\tfrac12\int\rho\phi$ at $\mathbf G\ne0$, since $\phi$ vanishes there. The ion has components $(Q/A)e^{-G^2w^2/2}$, so $E=E_0+(Q^2/2A)\sum_{\mathbf G\neq0}e^{-G^2w^2}g(G)$.

\subsection*{Reduction to the plate capacitor}
Add and subtract the $\mathbf G=0$ term of the sum. Expanding \eqref{E0},
\begin{align}
E_0-\frac{Q^2g(0)}{2A}&=\frac{2\pi}{\epsilon A}\left[q_p^2d+2q_pQz+Q^2z-Q^2z+\frac{Q^2z^2}{d}\right]\nonumber\\
&=\frac{2\pi d}{\epsilon A}\left(q_p+\frac{Qz}{d}\right)^2=\frac{q^2}{2C}.
\end{align}
The full sum is handled by Poisson summation, $A^{-1}\sum_{\mathbf G}F(G)=\sum_{\mathbf R}\tilde F(R)$ with $\tilde F(R)=\int d^2G\,(2\pi)^{-2}F(G)e^{i\mathbf G\cdot\mathbf R}$ and $F=e^{-G^2w^2}g$. Then
\begin{equation}
E=\frac{q^2}{2C}+U(z)+W_L(z),\qquad U=\tfrac12Q^2\tilde F(0),\qquad W_L=\tfrac12Q^2\sum_{\mathbf R\neq0}\tilde F(R).
\end{equation}
$U$ is the energy of one ion between grounded plates and does not depend on $L$; $W_L$ is its interaction with the periodic copies. This is \eqref{plate} with the capacitive charge, so \eqref{raw} holds with $\Delta U+\Delta W_L$ added. The cell is now enlarged around its single ion at fixed $\Phi_1$, so $\Delta E_\infty$ below refers to an isolated ion. In the supercell of Section~3 the other cells keep their ions, and its limit differs from this one by the direct interaction with them, which assumption (c) neglects. With $W_L\to0$ as $L\to\infty$,
\begin{align}
\Delta E_\infty(\Phi)&=\Delta E^{\rm chem}+\Delta U+Q(\Phi_0-\Phi)\Delta z/d,\label{inf}\\
\Delta E+\tfrac12\Delta q\,\Delta\Phi&=\Delta E_\infty(\Phi_1)+\Delta W_L .\label{res}
\end{align}

\subsection*{The isolated ion}
In exponentials, $g=(2\pi/\epsilon G)\left[1-e^{-2Gz}-e^{-2G(d-z)}+e^{-2Gd}\right]/(1-e^{-2Gd})$. The geometric series for the denominator turns this into $(2\pi/\epsilon G)$ times a sum of terms $\pm e^{-Gh}$, one for each image at distance $h$ and one with $h=0$ for the ion itself. Since $\int d^2G\,(2\pi)^{-2}(2\pi/\epsilon G)=\epsilon^{-1}\int dG$, each contributes $v(h)/\epsilon$, where completing the square gives
\begin{equation}
v(h)=\int_0^\infty e^{-G^2w^2-Gh}dG=\frac{\sqrt\pi}{2w}\,e^{h^2/4w^2}\,\mathrm{erfc}\frac{h}{2w}.
\end{equation}
Collecting the terms,
\begin{equation}
U=\frac{Q^2}{2\epsilon}\Big\{v(0)-v(2z)+\sum_{k\ge1}\left[2v(2kd)-v(2kd-2z)-v(2kd+2z)\right]\Big\}.
\end{equation}

\subsection*{The residual}
Expanding $\delta(z'-z)=(2/d)\sum_m\sin k_mz\sin k_mz'$ with $k_m=m\pi/d$ gives $g=(8\pi/\epsilon d)\sum_m\sin^2(k_mz)/(G^2+k_m^2)$. For each mode write
\begin{equation}
\frac{e^{-G^2w^2}}{G^2+k^2}=e^{k^2w^2}\left[\frac1{G^2+k^2}-\int_0^{w^2}e^{-t(G^2+k^2)}dt\right].
\end{equation}
The first term transforms to $K_0(kR)/2\pi$. The second transforms to $\int_0^{w^2}e^{-tk^2-R^2/4t}\,dt/4\pi t$. For $k<R/2w^2$ its exponent rises up to $t=w^2$, so with the prefactor it is of order $e^{-R^2/4w^2}$. For $k>R/2w^2$ the whole bracket is the same integral taken from $w^2$ to $\infty$, where the exponent falls, and the mode is of that same order. Up to terms of order $e^{-L^2/4w^2}$,
\begin{equation}
W_L=\frac{Q^2}{2}\sum_{\mathbf R\neq0}\frac{4}{\epsilon d}\sum_{k_m<L/2w^2}\sin^2(k_mz)\,e^{k_m^2w^2}K_0(k_mR).
\label{K0}
\end{equation}
Since $K_0(x)\sim\sqrt{\pi/2x}\,e^{-x}$, the residual falls as $L^{-1/2}e^{-\pi L/d}$ at large $L$. In this model the correction removes the entire $1/A$ error, and assumption (c) amounts to $L$ being large against $d/\pi$.

With constant, equal capacitances and charge shared freely between cells, the one-cell correction with the capacitive charge agrees with cell-size extrapolation, and in the resolved model it removes the entire $1/A$ error, leaving a residual that decays exponentially with $L$. What remains is to work through a numerical example and to examine the cases where the formula fails.
